Local Chern marker, Bott index and Hall conductance of disordered lattices

On a clean 20 × 20 lattice with open edges, the local Chern marker defined below is 1.000 at the centre and −3.712 at the middle of the left edge. Its sum over all 400 sites is 2 × 10⁻¹³, zero to rounding. The phase has Chern number 1, yet the obvious recipe, to evaluate the real-space formula and average over the sample, returns 0. The origin of this zero decides how the formula may be used.

**The lattice and the sign of C**

Each site r = (x, y) carries two orbitals s. The lattice constant, the hopping scale t and ħ are 1; conductances are in e²/h. The Hamiltonian is

H = Σ_r [ |r+x̂⟩⟨r| ⊗ T_x + |r+ŷ⟩⟨r| ⊗ T_y + h.c. ] + Σ_r |r⟩⟨r| ⊗ (mσz + V_r),

T_x = (σz + iσx)/2,  T_y = (σz + iσy)/2.

The site energies V_r are uniform in [−W/2, W/2]. Without them, T_x e^(−ikx) + h.c. = σz cos kx + σx sin kx, and likewise for y, so H(k) = d·σ with

d = (sin kx, sin ky, m + cos kx + cos ky).

States below E = 0 are filled; P projects on them and Q = 1 − P. With A = i Σ_n ⟨u_n|∇u_n⟩ over filled Bloch states,

C = (1/2π) ∫ d²k Ω,  Ω = ∂xAy − ∂yAx.

This form needs k, which disorder removes. The projector survives, so we first write Ω in terms of it. Differentiating P² = P gives ∂P = (∂P)P + P(∂P); multiplying by P on both sides gives P(∂P)P = 0. Hence

Tr P ∂xP ∂yP = Tr P ∂xP Q ∂yP P = Σ_n ⟨∂x u_n|Q|∂y u_n⟩.

Subtract the same expression with x and y exchanged. The part of Q containing P contributes Σ_nm ⟨∂x u_n|u_m⟩⟨u_m|∂y u_n⟩. Since ⟨∂x u_n|u_m⟩ = −⟨u_n|∂x u_m⟩, this is symmetric under the exchange and cancels. What remains gives

Ω = i Tr P[∂xP, ∂yP].

For the lower band, P = (1 − n·σ)/2 with n = d/|d|. Then [∂xP, ∂yP] = (i/2)(∂xn × ∂yn)·σ and Tr Pσ = −n, so

Ω = ½ n·(∂xn × ∂yn) = d·(∂xd × ∂yd)/(2|d|³).

The last form holds because derivatives of 1/|d| add only vectors along d. Quadrature gives C = +1, −1 and 0 for m = −1, +1 and −3.

**From k to position**

For a periodic system P(k) = e^(−ik·r) P e^(ik·r), so ∂_jP(k) = −i[r_j, P](k). Two derivatives supply (−i)² = −1. A trace per unit cell of area 1 is (2π)⁻² ∫ d²k Tr, hence

C = (i/2π)(2π)²(−1) tr_cell P[[x,P],[y,P]] = −2πi tr_cell P[[x,P],[y,P]].

Now P[x,P] = PxP − Px = −PxQ, and [y,P]P = yP − PyP = QyP. A product of two such commutators maps filled states to filled states, so a final P may be added freely:

C = 2πi tr_cell (PxQyP − PyQxP).

The second operator is the adjoint of the first. Their diagonal elements therefore differ by 2i times an imaginary part, and 2πi · 2i = −4π. The summand at one site is the Bianco–Resta marker:

C(r) = −4π Im Σ_s ⟨r,s| P x Q y P |r,s⟩.

It can be evaluated without translation symmetry. It does not depend on the origin, since P(x + a)Q = PxQ + aPQ = PxQ. It is also local: PxQ = −P[x,P], and the elements of [x,P] are (x − x′)P_rr′, which are small at large distance when P is short-ranged, as it is in a gapped bulk.

**Why the full sum is useless**

Put X = PxP and Y = PyP. Inserting Q = 1 − P and using [x,y] = 0,

PxQyP − PyQxP = P[x,y]P − (PxPyP − PyPxP) = −[X,Y],

so that

C(r) = −2πi Σ_s ⟨r,s| [X,Y] |r,s⟩.

On a finite open lattice X and Y are finite matrices, and Tr XY = Tr YX. Therefore

Σ_r C(r) = −2πi Tr[X,Y] = 0

for every projector, topological or not. In the infinite plane X and Y are unbounded and this trace argument is unavailable; there the trace per cell can be nonzero.

The edge must then carry whatever cancels the interior. If an interior of (L − 2w)² sites has mean C, the surrounding ring of width w has mean

c_ring = −C (L − 2w)² / [L² − (L − 2w)²] = −C (L − 2w)² / [4w(L − w)].

For L ≫ w this tends to −CL/(4w), growing with the sample. With w = 4, L = 14 gives −36/160 = −0.2250 and L = 20 gives −144/256 = −0.5625. The computed means are −0.2250 and −0.5624. Going inward from the left edge at mid height, the marker reads −3.712, 0.984, 0.996, 0.999, 1.000. The compensation on this line sits almost entirely on the outermost site.

The first correction to the recipe follows: compute P for the whole open sample, but average C(r) only over a window several decay lengths from every edge.

**What disorder does to the window average**

Single-site values are not quantized. To see what survives, repeat a disordered N × N block periodically. It is a crystal with cell area N², whose Chern number is

C = −(2πi/N²) tr_block [X,Y],

the mean marker over one block. If the gap stays open while the disorder is switched on, this integer keeps its clean value. A window of the same disorder inside a large sample differs from the block only in the surroundings, which affect sites near the window boundary. The error of the mean is thus at most of order perimeter/area, or 1/N.

The gap condition can be proved here for W = 2. At m = −1,

|d|² = 3 + 2 cos kx cos ky − 2 cos kx − 2 cos ky = 1 + 2(1 − cos kx)(1 − cos ky) ≥ 1.

At m = +1 both cosines change sign, with the same bound. At m = −3, |d|² = 11 − 6(cos kx + cos ky) + 2 cos kx cos ky. This is linear in each cosine, so its minimum lies at a corner of the allowed square; the corner values are 1, 9, 9 and 25. The clean torus thus has no level with |E| < 1. A perturbation shifts an ordered eigenvalue by at most its norm, here max|V_r| < 1, so no level crosses zero. For larger W this proof is silent. If E = 0 then lies among localized states, P can still be short-ranged on average, but quantization requires a localization argument not given here.

For the 20 × 20 sample with W = 2 and m = −1, an 8 × 8 central window gives mean 0.9993 with a site-to-site spread of 0.014. At m = −3 the mean is −0.0001. The full sums again vanish to rounding.

**Removing the edges: a second trap**

Closing the lattice into a torus removes the edge compensation, but x then jumps from L − 1 to 0. Keeping the matrix x anyway does not help, because Tr[X,Y] is still zero; the compensation moves to the seam. Periodic functions of position have no seam. With α = 2π/L, define on the occupied space

U = P e^(iαx) P,  V = P e^(iαy) P,  M = VUV†U†,

B = (1/2π) Im Tr log M,

with each eigenvalue phase taken between −π and π. This is the Bott index. Its determinant is

det M = |det U|² |det V|² > 0,

provided no eigenvalue vanishes. The phases therefore add up to an integer multiple of 2π, and B is an integer. It is undefined if an eigenvalue of M is zero, and ambiguous if one lies on the negative real axis.

The trace that vanished before no longer forces zero, because the logarithm of a product of noncommuting matrices, taken on a fixed branch, need not have the summed trace of the separate logarithms. To find the value, look near one site and measure x and y from there. A change of origin multiplies U or V by a phase, which cancels in M. Locally

U = 1 + iαX + O(α²),  V = 1 + iαY + O(α²),

[V,U] = (iα)²[Y,X] + O(α³) = α²[X,Y] + O(α³).

Writing VU = UV + [V,U],

M = UVV†U† + α²[X,Y] + O(α³).

The first term is Hermitian and differs from 1 by O(α²), so to this order it does not contribute to the imaginary part of the trace. From the marker formula, [X,Y] has mean trace iC/(2π) per site. Summing L² sites,

Im Tr log M = L² (2π/L)² C/(2π) + O(1/L) = 2πC + O(1/L).

Since B is an integer, it equals C once L is large enough. This estimate needs a short-ranged P. In the L = 20 sample at m = −1, B = 1 and the smallest eigenvalue modulus of M is 0.922. Its distance from 1, 0.078, is comparable with α² = (0.314)² = 0.099, as the expansion suggests.

An integer output can still be the wrong integer, so an independent reference is needed. Let wavefunctions acquire phases θx and θy on crossing the torus. For the repeated block these are its Bloch phases, θ = kL. The overlap determinant of occupied states at neighbouring twists is approximately exp(−iA·δθ). The product around a small counterclockwise plaquette has phase −Ω δθx δθy, so

C = −(1/2π) Σ_plaquettes arg(product of four determinants).

Using wavefunctions with the twist at the seam, instead of cell-periodic ones, means ψ = e^(iθ·r/L) u, which changes A by −Σ_n ⟨r⟩_n/L, summed over the occupied states. That term is single-valued in θ, so its curl integrates to zero. On a disordered 10 × 10 torus with W = 2, this sum and the Bott index both give 1.

**Which way the edge current runs**

Comparison with transport includes a sign. Within the filled band, position acts as r = i∇_k + A, so

[x,y] = i(∂xAy − ∂yAx) = iΩ.

Let a smooth potential u(y) confine the particles at the top edge. The velocity it adds is

ẋ = i[u(y), x] = i u′(y)[y,x] = u′(y)Ω.

The ordinary band velocity integrates to zero over a filled band. From the region where the band is completely filled, the particle current along the edge is then

I_N = ∫ dy u′(y) ∫ d²k Ω/(2π)² = (C/2π) ∫ du,

where u runs up to μ − ε_top, the value at which the band top reaches the chemical potential μ. Further out the band is partly filled. The band velocity ∂ε/∂kx still integrates to zero over the states with ε_k + u < μ, being a derivative in kx. State k stays filled over a further range ε_top − ε_k of u, so the velocity u′Ω contributes ∫ d²k Ω (ε_top − ε_k)/(2π)² in this strip. The orbital moments of the wave packets add a magnetization current, fixed by the moment density of the filled interior, since the exterior is empty. Neither term depends on μ while μ lies in the bulk gap. Hence the total edge current changes with μ at the rate C/(2π), or C/h with ħ restored. For C = +1 the top edge carries particles towards +x, and circulation is clockwise. This derivation assumes a smooth edge; for the hard edges used here the direction is checked by computed transmissions.

**Four contacts**

Contacts sit at the left, top, right and bottom, each covering the middle 10 sites of its side. Every contact orbital couples at rate γ to its own channel, with γ independent of energy. If a_in is the incoming amplitude, stationary motion at E = 0 requires

0 = (H − iγΠ/2)ψ + √γ a_in,  a_out = a_in − i√γ Πψ,

where Π projects on contact orbitals. Therefore

G = (−H + iγΠ/2)⁻¹,  ψ = √γ G a_in,  S = 1 − iγ ΠGΠ.

From G − G† = G[(G†)⁻¹ − G⁻¹]G† = −iγ GΠG†, one finds on the contact space

SS† = 1 − iγ(G − G†) + γ²GΠG† = 1 − γ²GΠG† + γ²GΠG† = 1.

The transmission from contact p to a different contact q is T_qp = γ² Σ|G_qp|², summed over their orbitals. Unitarity makes the total transmission into a contact equal to that out of it, so the net currents can be written as

I_p = (e²/h) Σ_q T_pq (V_p − V_q).

The charge enters squared, once through the current and once through μ = qV, so its sign drops out.

For one perfect clockwise channel, each contact receives only from its predecessor. Open voltage probes at top and bottom give

I_top = 0 ⇒ V_top = V_left,  I_bottom = 0 ⇒ V_bottom = V_right,

I = I_left = (e²/h)(V_left − V_bottom) = (e²/h)(V_top − V_bottom).

Thus G_H = I/(V_top − V_bottom) = +e²/h. Reversed circulation gives V_top = V_right and V_bottom = V_left, so I = (e²/h)(V_left − V_top) and G_H = −e²/h. In both cases G_H = C e²/h. The field is E_y = −(V_top − V_bottom)/L_y, so in the convention j_x = σ_xy E_y the same result reads σ_xy = −C e²/h.

For m = −1 the left-to-top transmission is 0.999999 and the reverse is 8 × 10⁻⁷. The voltages give G_H = 1.00000 e²/h, or 3.8740 × 10⁻⁵ S. Halving γ from 2 to 1 changes G_H only in the sixth decimal place, from 1.000001 to 1.000000 e²/h, so the result needs no fine tuning of γ within this range.

In a trivial insulator this ratio can mislead. Suppose neighbouring contacts are joined by equal weak tunnelling in both directions. Then V_top = V_bottom = (V_left + V_right)/2, and G_H diverges although hardly any current flows. With unequal couplings, as in a disordered sample, G_H is finite, of order the tunnelling probability divided by the relative asymmetry of the couplings. For W = 2, L = 20 and m = −3 it is typically 10⁻⁵ to 10⁻⁴ e²/h, of either sign. That is close to C = 0, but only because the sample is asymmetric; it grows without bound as the couplings become equal. A quantity free of this problem is the net clockwise transmission

χ = ¼ Σ_p (T_(p+1,p) − T_(p,p+1)),

with p counted clockwise. It equals C for one perfect channel, and vanishes when all transmissions do. It does need contacts that absorb the channel: in the m = −1 sample χ falls to 0.76 at γ = 0.2 and to 0.02 at γ = 0.02, so a small χ indicates a trivial phase only when γ is of the order of the hopping. At m = −3 the largest transmission is 3 × 10⁻⁶ and χ is zero to the printed accuracy.

**Why m = +1 repeats the digits**

With the same disorder, m = +1 reproduces the torus gap 0.881 t and every magnitude found at m = −1, with C reversed. This follows from the antiunitary map Θ = (−1)^(x+y) σz σy K, where K is complex conjugation. Starting from m = −1, the combination σyK turns d(k) into −d(−k) = (sin kx, sin ky, 1 − cos kx − cos ky). Conjugation by σz reverses the first two components, and the staggered sign shifts both momenta by π. The result is d at m = +1. The real scalar V_r is unchanged. On the torus L must be even, as it is here; otherwise the staggered sign does not match across the seam.

Θ acts site by site and conjugates diagonal elements, so it reverses the marker. It also exchanges G with G†, which transposes the transmissions. The m = +1 run therefore checks signs; it is not a second independent disorder sample.

**The scheme and its limits**

The working procedure is:

1. Diagonalize the open H, form P, and compute PxQ and PyQ. Then C(r) = −4π Im Σ (PxQ)(PyQ)*, summed over the second index and the orbitals of site r. Average over an interior window, and use the vanishing full sum only as a numerical check.
2. Diagonalize the torus with the same V_r, and form U, V and M in the occupied space. Inspect the eigenvalues of M before trusting the integer.
3. Solve for G on the open lattice with contacts. Report G_H on a plateau, and χ in either phase.

With dense matrices of dimension 2L², the time grows as L⁶ and the storage as L⁴.

Agreement is guaranteed by none of the three definitions alone. It needs a short-ranged P, a window away from edges, contacts that absorb the edge channel, and negligible tunnelling through the bulk. Four samples per disorder strength at L = 14 and m = −1 show the quantization being lost. At W = 2 the means of marker, Bott index and χ are 1.000, 1.00 and 0.9999. At W = 6 they are 0.28, 0.25 and 0.42. The Bott mean is an average of four integers that sum to 1; it is not a fractional invariant. Its standard error is at least 0.25, so these samples do not show that the three means differ, only that marker and χ are no longer integers. At W = 10 the values are 0.03, 0.00 and 0.03, and at W = 20 all three vanish to the printed accuracy.

A plausible reading, not tested here, is that at W = 6 the decay lengths are comparable with the sample, so that edges, torus and contacts probe different finite-size physics. Four samples of one size cannot locate a transition. That would require larger L, more samples and a check that the three curves sharpen at the same W. The complete values are in the numerical output below.

Calculated quantities

```
Clean open lattice, m = -1 (markers dimensionless)
Chern number, Bloch quadrature: 1.000000
L=14: centre 0.99997, total -1.2e-13
  ring width 4: mean -0.2250, predicted -0.2250
L=20: centre 1.00000, total 2.1e-13
  ring width 4: mean -0.5624, predicted -0.5625
L=20 marker, left edge inward at mid height:
  -3.712 0.984 0.996 0.999 1.000 1.000 1.000
Disordered samples: L=20, W=2.0 t
contact length 10 sites, gamma=2.0 t
marker window 8 x 8 sites
m=-1: clean C +1.0000, torus gap 0.881 t
  window mean +0.9993, site spread 0.0143
  marker total 3.6e-13
  Bott +1.000000, smallest |eigenvalue| 0.922
  net clockwise transmission +0.999999
  Hall conductance +1.000001 e^2/h = +3.87405e-05 S
  same with gamma=1.0 t: +1.000000 e^2/h
  left->top 0.999999, top->left 7.99e-07
m=+1: clean C -1.0000, torus gap 0.881 t
  window mean -0.9993, site spread 0.0143
  marker total -1.3e-13
  Bott -1.000000, smallest |eigenvalue| 0.922
  net clockwise transmission -0.999999
  Hall conductance -1.000001 e^2/h = -3.87405e-05 S
  same with gamma=1.0 t: -1.000000 e^2/h
m=-3: clean C +0.0000, torus gap 1.592 t
  window mean -0.0001, site spread 0.0004
  marker total -2.3e-15
  Bott -0.000000, smallest |eigenvalue| 0.955
  net clockwise transmission +0.000000
  largest transmission 2.62e-06
L=10, W=2.0 t: Bott 1.00000, twist C 1.00000
Disorder scan: m=-1, L=14, 4 samples each
W/t   marker    Bott   net clockwise transmission
 2.0  +1.000   +1.00   +0.9999
 6.0  +0.281   +0.25   +0.4184
10.0  +0.028   +0.00   +0.0251
20.0  +0.000   -0.00   +0.0000
```
